# Total external reflection from ruthenium at 13.5 nm: test program

```python
"""
Result under test: light from vacuum is totally reflected by a lossless medium
of real index n < 1 for grazing angles up to theta_c, where cos(theta_c) = n.
Symbols: theta = angle from the surface, k0 = 2 pi / wavelength,
kappa = field decay constant in the medium, k = extinction coefficient,
s / p = electric / magnetic field perpendicular to the plane of incidence.
Time factor exp(-i omega t), so an absorbing medium has index n + i k.
Example: ruthenium mirror at 13.5 nm; loss and surface data are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar, brentq

wavelength = 13.5            # nm
n_ru = 0.886
k_ru = 0.017                 # rough typical value
roughness = 0.3              # nm rms, rough typical value
film_thickness = 30.0        # nm
carbon_thickness = 2.0       # nm
n_carbon = 0.96 + 0.007j     # rough typical value
k0 = 2 * np.pi / wavelength  # 1/nm
n_lossy = n_ru + 1j * k_ru


def critical_angle(n):
    return np.degrees(np.arccos(n))


def decay_constant(n, angle):
    return k0 * np.sqrt(np.cos(np.radians(angle))**2 - n**2)


def fresnel(n, angle, pol):
    """Reflectance of a half-space from the closed formula."""
    t = np.radians(angle)
    eps = complex(n)**2
    q = np.sqrt(eps - np.cos(t)**2)
    weight = 1.0 if pol == "s" else eps
    r = (weight * np.sin(t) - q) / (weight * np.sin(t) + q)
    return abs(r)**2


def integrate_wave(layers, angle, pol):
    """Reflectance and transmittance of layers between two vacua, by direct
    integration of the wave equation from the exit face to the entrance."""
    t = np.radians(angle)
    state = np.array([1.0 + 0j, 1j * np.sin(t)])
    for thickness, index in reversed(layers):
        eps = complex(index)**2
        g = 1.0 if pol == "s" else eps

        def slope(z, y, eps=eps, g=g):
            return np.array([g * y[1], -(eps - np.cos(t)**2) / g * y[0]])

        sol = solve_ivp(slope, (k0 * thickness, 0.0), state,
                        method="DOP853", rtol=1e-10, atol=1e-12)
        assert sol.success
        state = sol.y[:, -1]
    u, v = state
    incoming = (u + v / (1j * np.sin(t))) / 2
    reflected = (u - v / (1j * np.sin(t))) / 2
    return abs(reflected / incoming)**2, 1 / abs(incoming)**2


theta_c = critical_angle(n_ru)

# Test 1: least optical path from a vacuum point to a point just below the
# surface; the ray must strike the surface at the limiting angle.
height, depth, distance = 1.0, 1e-4, 10.0
path = lambda x: np.hypot(height, x) + n_ru * np.hypot(depth, distance - x)
best = minimize_scalar(path, bounds=(0, distance), method="bounded",
                       options={"xatol": 1e-10})
theta_path = np.degrees(np.arctan2(height, best.x))
assert abs(theta_path - theta_c) < 1e-3

# Test 2: decay of transmission with slab thickness, extrapolated to zero.
angles = np.array([10.0, 15.0, 20.0])
measured = []
for a in angles:
    t_thin = integrate_wave([(40.0, n_ru)], a, "s")[1]
    t_thick = integrate_wave([(60.0, n_ru)], a, "s")[1]
    measured.append(np.log(t_thin / t_thick) / (2 * 20.0))
measured = np.array(measured)
assert np.allclose(measured, decay_constant(n_ru, angles), rtol=1e-4)
line = np.polyfit(np.cos(np.radians(angles))**2, measured**2, 1)
theta_decay = np.degrees(np.arccos(np.sqrt(-line[1] / line[0])))
assert abs(theta_decay - theta_c) < 5e-3

# Test 3: lossless slabs reflect almost all below the limit, and keep
# transmitting above it however thick they are.
for pol in "sp":
    for a in (10.0, 25.0):
        assert integrate_wave([(100.0, n_ru)], a, pol)[0] > 1 - 1e-5
        assert abs(fresnel(n_ru, a, pol) - 1) < 1e-12
    assert fresnel(n_ru, theta_c + 1, pol) < 0.9
    for d in (60.0, 130.0, 210.0, 300.0):
        assert integrate_wave([(d, n_ru)], 30.0, pol)[1] > 0.3

# Test 4: Fresnel formulas against a thick absorbing slab.
for pol in "sp":
    for a in (10.0, 20.0, theta_c, 35.0):
        direct = integrate_wave([(600.0, n_lossy)], a, pol)[0]
        assert abs(direct - fresnel(n_lossy, a, pol)) < 1e-6

# Test 5: index sensitivity by finite difference.
step = 1e-5
numeric = (critical_angle(n_ru + step) - critical_angle(n_ru - step)) / (2 * step)
sensitivity = -np.degrees(1 / np.sin(np.radians(theta_c)))
assert abs(numeric / sensitivity - 1) < 1e-6

# Test 6: roughness factor from the average over Gaussian heights.
work_angle = 15.0
phase = 2 * k0 * roughness * np.sin(np.radians(work_angle))
average = quad(lambda h: np.cos(phase * h) * np.exp(-h * h / 2)
               / np.sqrt(2 * np.pi), -10, 10)[0]
rough_factor = np.exp(-phase**2)
assert abs(average**2 - rough_factor) < 1e-8

# Worked example
energy = const.h * const.c / (wavelength * 1e-9) / const.e
delta = 1 - n_ru
small_angle = np.degrees(np.sqrt(2 * delta))
half_angle = brentq(lambda a: fresnel(n_lossy, a, "s") - 0.5, 5, 35)
film = integrate_wave([(film_thickness, n_lossy)], work_angle, "s")[0]
coated = integrate_wave([(carbon_thickness, n_carbon), (600.0, n_lossy)],
                        work_angle, "s")[0]
bare = fresnel(n_lossy, work_angle, "s")

print(f"wavelength = {wavelength:.1f} nm")
print(f"photon energy = {energy:.2f} eV")
print(f"ruthenium index n = {n_ru:.3f}, delta = {delta:.3f}")
print(f"critical grazing angle = {theta_c:.3f} deg")
print(f"critical grazing angle = {np.radians(theta_c):.4f} rad")
print(f"same limit from the normal = {90 - theta_c:.3f} deg")
print(f"sine of critical angle = {np.sin(np.radians(theta_c)):.4f}")
print(f"limit from least optical path = {theta_path:.3f} deg")
print(f"limit from slab decay = {theta_decay:.3f} deg")
print(f"small-angle estimate sqrt(2 delta) = {small_angle:.3f} deg")
print(f"small-angle error = {small_angle - theta_c:.3f} deg")
print(f"slope d(theta_c)/dn = {sensitivity:.1f} deg per unit index")
for n_try in (n_ru - 0.005, n_ru + 0.005):
    print(f"limit for n = {n_try:.3f}: {critical_angle(n_try):.2f} deg")
print("Lossless 1/e intensity depth, 1/(2 kappa):")
for a in (10.0, 15.0, 20.0, 25.0):
    print(f"  at {a:.0f} deg: {1 / (2 * decay_constant(n_ru, a)):.2f} nm")
for pol in "sp":
    print(f"lossless R_{pol} at 1 deg above the limit = "
          f"{fresnel(n_ru, theta_c + 1, pol):.3f}")
print(f"rough extinction coefficient k = {k_ru:.3f}")
print("Half-space reflectance with absorption:")
for a in (5.0, 10.0, 15.0, 20.0, 25.0, theta_c, 30.0):
    print(f"  at {a:.2f} deg: R_s = {fresnel(n_lossy, a, 's'):.3f}, "
          f"R_p = {fresnel(n_lossy, a, 'p'):.3f}")
print(f"angle where R_s with absorption is one half = {half_angle:.2f} deg")
print(f"Other neglected effects, s light at {work_angle:.0f} deg:")
print(f"  bare absorbing half-space R = {bare:.5f}")
print(f"  film of {film_thickness:.0f} nm backed by vacuum R = {film:.5f}")
print(f"  carbon index = {n_carbon.real:.2f} + {n_carbon.imag:.3f} i")
print(f"  with {carbon_thickness:.0f} nm carbon on top R = {coated:.5f}")
print(f"  roughness {roughness:.1f} nm rms: factor = {rough_factor:.4f}")
print("OK")
```

Running it gives:

```
wavelength = 13.5 nm
photon energy = 91.84 eV
ruthenium index n = 0.886, delta = 0.114
critical grazing angle = 27.625 deg
critical grazing angle = 0.4822 rad
same limit from the normal = 62.375 deg
sine of critical angle = 0.4637
limit from least optical path = 27.625 deg
limit from slab decay = 27.625 deg
small-angle estimate sqrt(2 delta) = 27.358 deg
small-angle error = -0.267 deg
slope d(theta_c)/dn = -123.6 deg per unit index
limit for n = 0.881: 28.24 deg
limit for n = 0.891: 27.00 deg
Lossless 1/e intensity depth, 1/(2 kappa):
  at 10 deg: 2.50 nm
  at 15 deg: 2.79 nm
  at 20 deg: 3.43 nm
  at 25 deg: 5.63 nm
lossless R_s at 1 deg above the limit = 0.358
lossless R_p at 1 deg above the limit = 0.265
rough extinction coefficient k = 0.017
Half-space reflectance with absorption:
  at 5.00 deg: R_s = 0.949, R_p = 0.938
  at 10.00 deg: R_s = 0.895, R_p = 0.873
  at 15.00 deg: R_s = 0.831, R_p = 0.796
  at 20.00 deg: R_s = 0.742, R_p = 0.691
  at 25.00 deg: R_s = 0.569, R_p = 0.490
  at 27.63 deg: R_s = 0.368, R_p = 0.276
  at 30.00 deg: R_s = 0.191, R_p = 0.112
angle where R_s with absorption is one half = 26.08 deg
Other neglected effects, s light at 15 deg:
  bare absorbing half-space R = 0.83106
  film of 30 nm backed by vacuum R = 0.83102
  carbon index = 0.96 + 0.007 i
  with 2 nm carbon on top R = 0.81524
  roughness 0.3 nm rms: factor = 0.9948
OK
```
